# Adhesion energy of hydrogen-bonded wafers: ideal value and corrections

**Question**

I have an exercise on direct wafer bonding. Two flat wafers are held together by 4.6 hydrogen bonds per square nanometre, each contributing 0.2 eV, and I must show that the ideal adhesion energy is near 0.15 J/m².

Multiplying gives 0.92, but I am unsure what that number means. Separating the wafers makes two surfaces, so should I double it or halve it? I also don't see why the force needed to stretch a bond never enters. And how far should I trust the answer for a real pair of wafers at room temperature?

**Answer**

Neither double it nor halve it, provided that 4.6 nm⁻² counts bonds across the interface, each counted once. The factor of two enters only if you want the energy per exposed face.

**The ideal value**

Let $n$ be the number of bonds per unit area of interface and $\varepsilon$ the energy needed to break one. "Ideal" means six things here: every bond starts at its energy minimum, the bonds are independent, all of them are broken, none re-forms elsewhere, no other force acts between the wafers, and thermal effects are left out. An area $S$ then holds $nS$ bonds and costs $nS\varepsilon$ to separate. Dividing by $S$ gives the adhesion energy

$$W=n\varepsilon=(4.6\ \text{nm}^{-2})(0.2\ \text{eV})=0.92\ \text{eV/nm}^2 .$$

One square nanometre is $10^{-18}$ m², and one electronvolt is $1.6022\times10^{-19}$ J, so

$$1\ \text{eV/nm}^2=\frac{1.6022\times10^{-19}\ \text{J}}{10^{-18}\ \text{m}^2}=0.16022\ \text{J/m}^2,$$

$$W=0.92\times0.16022\ \text{J/m}^2=0.147\ \text{J/m}^2 .$$

That is the required result. Two conventions can change the number you quote:

- Separation exposes two faces. Sharing $W$ equally between them assigns $W/2=0.074$ J/m² to each. This describes the same physical work, divided by twice the area.
- If 4.6 nm⁻² were instead the density of hydroxyl groups on each face, you would need to know how many bonds they form. If every group on both faces donated its own bond across the gap, there would be $2n$ bonds and the energy would be 0.295 J/m².

**Why the force law drops out**

Let $u(r)$ be the energy of one bond at length $r$, with its minimum at $r_0$ and $u(\infty)=0$. Breaking it costs $\varepsilon$, so $u(r_0)=-\varepsilon$. To stretch it slowly you apply the force $u'(r)$. The work per unit area is

$$W=n\int_{r_0}^{\infty}u'(r)\,dr=n\,[u(\infty)-u(r_0)]=n\varepsilon .$$

A stiff bond needs a large force over a short distance, and a soft one needs a smaller force over a longer distance. At fixed well depth, the area under the force curve is the same. Numerical integration of the force for two different laws, a Morse bond and a 12-10 bond, gives 0.1474 J/m² for both.

The width of the energy well does matter once the bonds cannot all start at their minima.

**Correction 1: an uneven gap**

Suppose the faces are rigid and the local gap differs from its mean by $h$, a Gaussian variable with zero mean and standard deviation $\sigma$. Describe each bond by the Morse energy

$$u(x)=\varepsilon\left(e^{-2ax}-2e^{-ax}\right),$$

where $x$ is the extension from the minimum and $a$ is the inverse range. If the wafers have a common displacement $s$, a bond has $x=s+h$.

For a Gaussian variable, completing the square in the exponent gives $\langle e^{-kh}\rangle=e^{k^2\sigma^2/2}$. Use this with $k=a$ and $k=2a$, and write $y=e^{-as}$. The mean energy per bond is

$$\langle u\rangle=\varepsilon\left(By^2-2Ay\right),\qquad A=e^{a^2\sigma^2/2},\quad B=e^{2a^2\sigma^2}.$$

The wafers settle where this is lowest. Setting the derivative to zero, $2By-2A=0$, gives $y=A/B$, and the second derivative $2B\varepsilon$ is positive. Substituting back,

$$\langle u\rangle_{\min}=\varepsilon\left(\frac{A^2}{B}-\frac{2A^2}{B}\right)=-\varepsilon\frac{A^2}{B}=-\varepsilon e^{-a^2\sigma^2}.$$

The energy at infinite separation is zero, so

$$W_\sigma=n\varepsilon\,e^{-a^2\sigma^2}.$$

For $\sigma\to0$ the ideal value returns. Take the rough values $a=20$ nm⁻¹ and $\sigma=0.03$ nm. Then $a\sigma=0.6$, the factor is $e^{-0.36}=0.698$, and

$$W_\sigma=0.698\times0.1474\ \text{J/m}^2=0.103\ \text{J/m}^2,$$

which is 30% below the ideal value. As a test, 46 000 explicit bonds on a patch 100 nm on a side were pulled apart numerically. The work was 0.1029 J/m², against 0.1028 J/m² from the formula. The percentage is sensitive to the stiffness of the bond. The depth and curvature of a water-dimer hydrogen bond correspond to $a$ nearer 15 nm⁻¹, which gives a factor 0.82 at this $\sigma$, while a stiffer 12-10 bond of length 0.28 nm gives about 0.50.

**Correction 2: temperature**

At temperature $T$ you must say which work you mean. The number $n\varepsilon$ is an energy. Slow separation at constant temperature costs a free energy, which also accounts for the freedom the groups gain when released.

A simple model shows the size of the effect. In contact, each site has one bonded state of energy $-\varepsilon$ and $g$ open states of energy zero. After separation, all $g+1$ states remain available, but all have energy zero. The partition functions per site are

$$Z_{\text{contact}}=g+e^{\varepsilon/kT},\qquad Z_{\text{apart}}=g+1 .$$

With $F=-kT\ln Z$, the reversible isothermal work is

$$W_T=n\left(F_{\text{apart}}-F_{\text{contact}}\right)=nkT\ln\frac{g+e^{\varepsilon/kT}}{g+1}.$$

When $kT$ is small enough that $e^{\varepsilon/kT}\gg g$, this becomes

$$W_T\approx n\left[\varepsilon-kT\ln(g+1)\right].$$

The ideal result is therefore the limit $T\to0$. In the opposite limit, $kT\gg\varepsilon$, write $e^{\varepsilon/kT}\approx1+\varepsilon/kT$. The logarithm becomes $\ln[1+\varepsilon/((g+1)kT)]\approx\varepsilon/((g+1)kT)$, so $W_T\to n\varepsilon/(g+1)$. This is the ideal energy times the chance that a site happens to be in its bonding state.

At 300 K, $kT=0.02585$ eV and $\varepsilon/kT=7.736$. With the chosen value $g=10$, the logarithm is about 5.34, so

$$W_T\approx4.6\times0.02585\times5.34\times0.16022\ \text{J/m}^2\approx0.102\ \text{J/m}^2 .$$

This is 31% below the ideal value, although 99.6% of the bonds are intact in contact. The reduction is therefore not due to bonds already broken by heat. It comes from the entropy gained on separation, close to $k\ln(g+1)$ per site. The value of $g$ is an assumption, so the percentage belongs to this choice.

**Correction 3: bonds that re-form**

A released hydroxyl group may find a neighbour on its own face. Assume one group on each face per original bond, and let a share $v$ of the groups on each face pair up after separation. Each pair uses two groups, so there are $nv/2$ pairs per unit area on each face and $nv$ on both together. If each pair returns an energy $\varepsilon'$, then

$$W_{\text{re}}=n\varepsilon-nv\varepsilon'=n(\varepsilon-v\varepsilon').$$

For $v=0.4$ and $\varepsilon'=0.1$ eV, the energy regained is $4.6\times0.4\times0.1=0.184$ eV/nm², or 0.029 J/m². The net value is 0.118 J/m², 20% below the ideal one. If all groups paired with $\varepsilon'=\varepsilon$, this contribution to adhesion would vanish: the bonds would merely have changed partners.

**Correction 4: dispersion attraction**

The solids behind the hydroxyl groups also attract each other, which raises the adhesion. Treat them as two half-spaces, a gap $D$ apart, with $\rho$ atoms per unit volume and a pair energy $-C/r^6$. Here $D$ is measured between the smooth edges of the solids, about half an atomic spacing beyond the outermost atom centres. For atoms at depths $z_1$ and $z_2$, the perpendicular distance is $s=D+z_1+z_2$. Summing over the lateral distance $R$ gives

$$\int_0^\infty\frac{2\pi R\,dR}{(R^2+s^2)^3}=\frac{\pi}{2s^4}.$$

Integrating over $z_2$ from zero to infinity turns this into $\pi/[6(D+z_1)^3]$, and integrating over $z_1$ then gives $\pi/(12D^2)$. The energy needed for separation is therefore

$$W_{\text{disp}}=\rho^2C\,\frac{\pi}{12D^2}=\frac{A_{\text H}}{12\pi D^2},\qquad A_{\text H}=\pi^2\rho^2C,$$

where $A_{\text H}$ is the Hamaker constant. With the rough value $A_{\text H}=0.4$ eV and $D=0.3$ nm,

$$W_{\text{disp}}=\frac{0.4\ \text{eV}}{12\pi(0.3\ \text{nm})^2}=0.118\ \text{eV/nm}^2=0.019\ \text{J/m}^2,$$

or 13% of the ideal value. At $D=0.5$ nm it falls to 0.007 J/m². The formula assumes pairwise attraction and smooth matter. At 0.3 nm, where the gap is comparable with atomic spacings, it gives a size rather than a precise correction. Inserting the distance between outermost atom centres for $D$ would understate the attraction several-fold. With an atomic spacing near 0.25 nm, $D=0.3$ nm places those centres about 0.55 nm apart, twice the O···O length of a hydrogen bond. For closer contact the share rises steeply: a cubic lattice of that spacing and the same $A_{\text H}$ gives about 10% of the ideal value with centres 0.55 nm apart, about 26% at 0.40 nm and 84–91% at 0.28 nm. The 13% is therefore a low-side figure for direct contact. Some local dispersion may also already be included in $\varepsilon$.

**What this says about real wafers**

The closest real case is room-temperature bonding of silicon wafers covered with hydroxylated oxide. The given $\varepsilon$ is a reasonable rough value for it, and an adhesion energy of order 0.1 J/m² is the right scale. The given $n$ is close to the density of hydroxyl groups on one fully hydroxylated face, so it assumes that every group finds a partner across the gap. On rigid faces with randomly placed groups, many would not. Uniform contact is also in doubt. The spread of 0.03 nm used above is optimistic: polished wafers have a roughness nearer 0.1 nm or more. A gap spread of $\sigma=0.1$ nm in the rigid-face formula would give a factor $e^{-4}$, leaving about 2% of the ideal energy. If each face has an independent Gaussian roughness of 0.1 nm, the gap spread is larger, $\sqrt2\times0.1=0.14$ nm, and the factor falls to $e^{-8}$, or about 0.03%. Both small values rest on the few closest spots. A random patch of 46 000 bonds can differ several-fold from $e^{-4}$, and it typically lies about eight times above $e^{-8}$. They also rest on the unbounded Morse repulsion at those spots: if the repulsive energy per bond is capped at $+\varepsilon$, the two factors become about 0.2 and 0.1. With $a=15$ nm⁻¹ the first factor would be 0.11 instead of 0.02. Such small factors are a warning about the rigid model, not a prediction, because real faces can deform and trapped water can bridge gaps. Water also changes the number and arrangement of bonds. If annealing replaces hydrogen bonds by covalent Si–O–Si links, both $n$ and $\varepsilon$ must be replaced.

Each correction above was calculated with the other effects switched off. Don't add the percentages: an uneven gap, for example, changes the bond energies that enter the thermal calculation. For your exercise, the answer is 0.147 J/m² per unit area of interface, under the six ideal conditions listed at the start. The numerical output below gives the individual values.

## Numbers as computed

```
IDEAL ADHESION
bond density n = 4.6 1/nm^2
energy per bond eps = 0.20 eV
one eV/nm^2 = 0.16022 J/m^2
adhesion energy W = 0.920 eV/nm^2
adhesion energy W = 0.1474 J/m^2
energy per exposed face W/2 = 0.0737 J/m^2
if 2n bonds cross the interface: 0.2948 J/m^2
molar check: bonds = 7.6385e-06 mol/m^2
molar check: bond energy = 19.297 kJ/mol
molar check: product = 0.1474 J/m^2
FORCE INTEGRALS
patch side = 100 nm, number of bonds = 46000
Morse bonds: W = 0.1474 J/m^2
12-10 bond length r0 = 0.28 nm
12-10 bonds: W = 0.1474 J/m^2
UNEVEN GAP
inverse range a = 20 1/nm, spread = 0.03 nm
factor exp(-a^2 sigma^2) = 0.6977
W from formula = 0.1028 J/m^2
W from explicit bonds = 0.1029 J/m^2
change from ideal = -30.2 %
TEMPERATURE
T = 300 K, kT = 0.02585 eV, eps/kT = 7.736
open states per bonded state g = 10
bonded share in contact = 99.57 %
reversible isothermal work = 0.1018 J/m^2
change from ideal = -30.9 %
RE-FORMED BONDS
pairing share v = 0.4, pair energy = 0.10 eV
energy regained = 0.0295 J/m^2
net W = 0.1179 J/m^2
change from ideal = -20.0 %
DISPERSION ATTRACTION
Hamaker constant = 0.40 eV
gap 0.3 nm: added energy = 0.0189 J/m^2
gap 0.3 nm: share of ideal W = 12.8 %
gap 0.5 nm: added energy = 0.0068 J/m^2
gap 0.5 nm: share of ideal W = 4.6 %
```
